# Current-induced force on a delta scatterer in a one-dimensional wire

## Problem

A long one-dimensional wire contains one scatterer, held at rest at $x=0$, with potential energy $g\,\delta(x)$. Each orbital state holds two spins. The left reservoir has an electron electrochemical potential higher than the right one by $eV>0$, so there is a net electron flow to the right.

Use momentum balance to show that, to first order in $V$, the electrons push the scatterer along their flow with the force

$$
F=\frac{2k_F R\,eV}{\pi},
$$

where $R$ is the reflection probability at the Fermi wave number $k_F$. Then evaluate $F$ for $k_F=10\ \mathrm{nm^{-1}}$, $g=0.40$ eV nm and $V=0.10$ V.

**Assumptions.** The electrons do not interact, their band is parabolic with the free-electron mass, and the reservoirs do not reflect. The potential is flat on both sides of the scatterer; Variation 1 relaxes this.

**Conventions.** Hartree atomic units are used in the derivation, so $\hbar=m=1$ and $E=k^2/2$. The italic product $eV$ is the bias energy, while upright eV is the unit. Forces are positive to the right.

## Hints

1. For one stationary state, find a momentum flux whose slope equals minus the density times the slope of the potential. What does its change across the scatterer represent?
2. Evaluate this flux for $Ae^{ikx}+Be^{-ikx}$. Does the interference term survive?
3. Compare a state incident from the left with its mirror image. Which occupied states cancel in pairs?
4. Convert the sum over wave numbers into an energy integral using $k\,dk=dE$.

## Solution

### 1. Scattering amplitudes

For incidence from the left,

$$
\psi=\begin{cases}e^{ikx}+re^{-ikx},&x<0,\\ te^{ikx},&x>0.\end{cases}
$$

Continuity gives $1+r=t$. Integrating $-\tfrac12\psi''+g\delta(x)\psi=E\psi$ across the origin gives $\psi'(0^+)-\psi'(0^-)=2g\psi(0)$, or

$$
ikt-ik(1-r)=2gt.
$$

Since $1-r=2-t$, this becomes $2ik(t-1)=2gt$. Hence $t(ik-g)=ik$, and

$$
t=\frac{k}{k+ig},\qquad r=t-1=\frac{-ig}{k+ig}.
$$

The probabilities are

$$
R=|r|^2=\frac{g^2}{k^2+g^2},\qquad T=|t|^2=\frac{k^2}{k^2+g^2},
$$

so $R+T=1$. The sign of $g$ does not affect $R$.

### 2. Momentum balance

First replace the delta by a smooth, narrow barrier $U(x-X)$ centred at $X$. The force on it is minus the derivative of the Hamiltonian with respect to $X$, averaged over the state:

$$
f=-\left\langle\frac{\partial U(x-X)}{\partial X}\right\rangle=\int U'(x-X)\,|\psi|^2\,dx.
$$

Define the momentum flux

$$
\Pi=\tfrac12\left[|\psi'|^2-\mathrm{Re}(\psi^*\psi'')\right].
$$

Differentiation gives

$$
\Pi'=\tfrac12\left[\mathrm{Re}(\psi'^*\psi'')-\mathrm{Re}(\psi^*\psi''')\right].
$$

The Schrödinger equation gives $\psi''=2(U-E)\psi$, and therefore $\psi'''=2U'\psi+2(U-E)\psi'$. The terms containing $U-E$ cancel, leaving

$$
\Pi'=-U'|\psi|^2,\qquad f=\Pi_{\rm left}-\Pi_{\rm right}.
$$

The momentum flux lost by the electrons is the force on the scatterer.

In a flat region, where $\psi=Ae^{ikx}+Be^{-ikx}$,

$$
|\psi'|^2=k^2\left[|A|^2+|B|^2-2\,\mathrm{Re}(A^*Be^{-2ikx})\right],
$$

$$
-\mathrm{Re}(\psi^*\psi'')=k^2\left[|A|^2+|B|^2+2\,\mathrm{Re}(A^*Be^{-2ikx})\right].
$$

The interference terms cancel, so $\Pi=k^2(|A|^2+|B|^2)$. For incidence from the left,

$$
f=k^2(1+R)-k^2T=2k^2R.
$$

The incident particle flux is $k$, so the mean momentum transfer per incident electron is $2kR$: a fraction $R$ is turned back, and each reflection transfers $2k$.

**Check at the delta itself.** In the narrow-barrier limit $U=g\,s(x)$ with $\int s\,dx=1$, integration by parts gives $f=-g\int s\,n'\,dx$, where $n=|\psi|^2$. Inside the barrier $\psi'$ changes by $2g\psi(0)S(x)$, where $S'=s$ and $S$ rises from 0 to 1. Thus $n'=n'(0^-)+4g\,n(0)S$. Since $\int sS\,dx=\tfrac12$, the force uses the mean of the two one-sided slopes. On the right $n'=0$. On the left,

$$
n'(0^-)=4k\,\mathrm{Im}\,r=-\frac{4gk^2}{k^2+g^2}.
$$

The mean is half of this, so $f=2g^2k^2/(k^2+g^2)=2k^2R$, as before.

### 3. Sum over occupied states

In a length $L$, wave numbers incident from one side have spacing $2\pi/L$. Two spins and the normalization $1/L$ give the weight

$$
2\,\frac{L\,dk}{2\pi}\,\frac1L=\frac{dk}{\pi}.
$$

By mirror symmetry, a state incident from the right exerts $-2k^2R$. If $f_L$ and $f_R$ are the occupations supplied by the two reservoirs,

$$
F=\int\frac{dk}{\pi}\,2k^2R\,(f_L-f_R)
=\frac2\pi\int kR\,(f_L-f_R)\,dE.
$$

States filled equally from both sides cancel. At zero temperature a window of width $eV$ remains. To first order in $V$, $kR$ may be evaluated at the Fermi energy $E_F$, and

$$
\boxed{F=\frac{2k_FR\,eV}{\pi}}
$$

as required. With $\hbar$ restored, electrons arrive at rate $eV/(\pi\hbar)$ and transfer on average $2\hbar k_FR$ each. The factors of $\hbar$ cancel, so an energy in eV and a wave number in $\mathrm{nm^{-1}}$ give a force in eV/nm.

### 4. Limits and size of the bias

For a weak scatterer, $|g|\ll k_F$, we have $R\simeq g^2/k_F^2$ and $F\simeq2g^2eV/(\pi k_F)$. The force is second order in the potential.

For a nearly opaque scatterer, $R\to1$ and $F\to n_0eV$, where

$$
n_0=2\int_0^{k_F}\frac{dk}{\pi}=\frac{2k_F}{\pi}
$$

is the electron density far from the scatterer. This is the pressure difference on a wall. Indeed, the equilibrium pressure is $P=2\int_0^{k_F}k^2dk/\pi=2k_F^3/(3\pi)$, and since $dE_F=k_F\,dk_F$, $dP/dE_F=2k_F/\pi=n_0$.

To judge "small bias", let $h(E)=kR=g^2k/(k^2+g^2)$. Then

$$
\frac{1}{h}\frac{dh}{dE}=\frac1k\left(\frac1k-\frac{2k}{k^2+g^2}\right)=\frac{1-2T}{k^2}=\frac{1-2T}{2E}.
$$

A window from $E_F$ to $E_F+eV$ therefore has a leading relative correction $(1-2T)eV/(4E_F)$. In a window centred on $E_F$ this term cancels, and the leading relative correction is $h''(eV)^2/(24h)$.

### 5. Numerical example

The Fermi energy is 3.81 eV. The dimensionless strength, $g/k_F$ in atomic units, is 0.525, so

$$
R=\frac{0.525^2}{1+0.525^2}=0.216,\qquad T=0.784.
$$

The force is

$$
F=\frac{2(10\ \mathrm{nm^{-1}})(0.216)(0.10\ \mathrm{eV})}{\pi}
=0.138\ \mathrm{eV/nm}=0.0220\ \mathrm{nN}.
$$

Counting collisions gives the same value: $1.045\times10^{13}$ reflections per second, each transferring $2.109\times10^{-24}$ kg m/s, give $2.20\times10^{-11}$ N.

Over a chosen hop of 0.25 nm this force does 0.034 eV of work, compared with $k_BT_{\rm lat}=0.026$ eV at a lattice temperature $T_{\rm lat}=300$ K. Suppose that hopping is thermally activated at this temperature, that forward and backward hops have equal prefactors and, without $F$, equal barriers, and that $F$ stays constant along the path. The ratio of their rates is then $\exp(0.0344/0.0259)\approx3.8$.

The finite-bias correction is $-0.37\%$ for the one-sided window and $5.6\times10^{-6}$ for the centred one, both relative to $F$. With a centred window and fixed $R(k)$, thermal smearing and finite bias together change the force by $2.0\times10^{-5}F$ at 300 K and $6.5\times10^{-5}F$ at 600 K. Neither matters here.

### 6. Relation to a real contact

These round parameters have the order of magnitude expected in a single-channel metallic atomic contact, where $k_F$ along the contact is roughly 6 to $10\ \mathrm{nm^{-1}}$ and the bias can be roughly 0.1 V. The model current is $6.07\ \mu$A. Through an assumed cross-section of $0.1\ \mathrm{nm^2}$ this is about $6\times10^9\ \mathrm{A/cm^2}$, far above the rough $10^6\ \mathrm{A/cm^2}$ scale of chip interconnects. The example therefore does not give the force on an atom in such a line, which is also three-dimensional and has many channels. In an atomic contact, the assumptions of a flat potential and an isolated scatterer need care: the variations show that relaxing either one can change the force by tens of per cent. The recoil energy of a single reflection is small, although many reflections can heat the ion: a free ion of 100 u, initially at rest, would gain $8.4\times10^{-5}$ eV per reflection. Real band structure, additional channels and local heating have not been evaluated.

## Variation 1: include the screening potential

**Question.** Take $g>0$. Screening restores equal electron densities far to the left and right. How does the accompanying potential drop alter the force?

**Solution.** Centre the bias window on $E_F$: left-incident states gain an energy range $eV/2$, and right-incident states lose the same range. The density weight is $dk/\pi=dE/(\pi k)$. Averaged over interference oscillations, a left-incident state has density $1+R$ on the left and $T$ on the right, a difference of $2R$. For a right-incident state the difference is $-2R$. Before screening,

$$
n_L-n_R=\frac{eV}{2\pi k_F}\left[2R-(-2R)\right]=\frac{2R\,eV}{\pi k_F}.
$$

Since $dn_0/dE_F=2/(\pi k_F)$, equal densities require the electron potential energy to be higher on the left by

$$
\Delta u=R\,eV=0.0216\ \mathrm{eV}.
$$

Let $u(x)$ be this screening potential. Momentum balance now includes its force on the electrons:

$$
F=\Pi_L-\Pi_R-\int u'(x)n(x)\,dx.
$$

The bias contributes $n_0R\,eV$ to $\Pi_L-\Pi_R$. The shift of the band bottoms contributes $-n_0\Delta u$, because the equilibrium flux far away is the bulk pressure: at each energy, reflected and transmitted waves combine with the incident wave to give $1+R+T=2$. These contributions cancel. Since $u$ falls by $\Delta u$ from left to right,

$$
F=\bar n\,R\,eV,\qquad
\bar n=\frac{\int(-u')\,n\,dx}{\Delta u},
$$

to first order in $V$, where $n(x)$ is the equilibrium density around the scatterer. If the drop is spread over a distance much longer than the disturbed region, $\bar n\to n_0$ and the original result returns.

If the drop is concentrated at the scatterer, the relevant density is

$$
n(0)=\frac2\pi\int_0^{k_F}\frac{k^2\,dk}{k^2+g^2}
=n_0\left[1-\frac{g}{k_F}\arctan\frac{k_F}{g}\right]=0.429\,n_0.
$$

The electronic force falls to $0.429\times0.1375=0.059$ eV/nm. For a linear drop over 1 nm centred on the scatterer, $\bar n/n_0=0.951$ and the force is 0.131 eV/nm. The true value depends on the screening profile, which this model does not determine.

If the scatterer also carries one positive elementary charge, the field of the 1 nm drop exerts a direct force of 0.022 eV/nm to the left. This opposes the electron wind and is 16% of the original $F$.

## Variation 2: add a second scatterer

**Question.** A second delta scatterer stands a distance $d$ to the right of the first. Transport between them is coherent. At fixed $E_F$ and with a centred bias window, find the total current-induced force and the share on the first scatterer. Take the potential as flat between and outside them.

**Solution.** Apply momentum balance outside the pair. The reflection probability $R_{\rm tot}$ is the same from either side, so incidence from left and right gives total forces $\pm2k^2R_{\rm tot}$. Hence

$$
F_1+F_2=\frac{2k_FR_{\rm tot}\,eV}{\pi}.
$$

For the separate forces, sum the repeated reflections. With $D=|1-r_1r_2e^{2ik_Fd}|^2$, the squared amplitudes between the scatterers add up to $T_1(1+R_2)/D$ for left incidence and $T_2(1+R_1)/D$ for right incidence. Also $T_{\rm tot}=T_1T_2/D=1-R_{\rm tot}$. The flux differences across scatterer 1 are

$$
f_L=k_F^2\left[1+R_{\rm tot}-\frac{T_1(1+R_2)}D\right],\qquad
f_R=k_F^2\left[T_{\rm tot}-\frac{T_2(1+R_1)}D\right].
$$

Using $T_i=1-R_i$, we have $T_1(1+R_2)-T_2(1+R_1)=2(R_2-R_1)$. The centred window gives

$$
F_1=\frac{eV}{2\pi k_F}(f_L-f_R)
=\frac{k_F\,eV}{\pi}\left[R_{\rm tot}+\frac{R_1-R_2}{D}\right].
$$

When $R_2=0$, $D=1$ and $R_{\rm tot}=R_1$, which recovers the isolated result. The centred window matters because coherent scatterers also exert equilibrium forces on each other; $F_1$ is the change from equilibrium at $E_F$.

For $R_1=0.216$ and $R_2=0.05$, varying $d$ from 1 to 2 nm changes $F_1$ between 0.089 and 0.167 eV/nm, compared with 0.138 eV/nm for the isolated scatterer. The phase in $D$ causes this variation. These values are first order in $V$, and the pair is more sensitive to bias and temperature than a single scatterer, because the phase $2kd$ changes across the window. For a repulsive second scatterer, integrating over the full 0.10 V window shifts $F_1$ at a given spacing by up to 0.009 eV/nm (about 7%), although the ends of its range move by less than 0.001 eV/nm. The total force at the smallest $D$, which is 0.046 eV/nm to first order as shown next, becomes 0.047 to 0.048 eV/nm at zero temperature and 0.048 to 0.051 eV/nm at 300 K, growing with $d$. At the smallest $D$, $(1-\sqrt{R_1R_2})^2=0.803$, so $R_{\rm tot}=1-0.784\times0.95/0.803\approx0.072$. The total force is then about 0.046 eV/nm, and $F_2\approx0.046-0.089=-0.043$ eV/nm. At this spacing the bias-induced force on the weaker scatterer points against the electron flow, although that on the pair remains along it. At other spacings in this range both can point along the flow. The equilibrium force between the scatterers is not included in these values and can be several times larger, so the net force on either one may point the other way.

The values computed by the program, including the range of $F_1$, are in the numerical output below.

## Calculated quantities

```
Fermi wave number: 10.0 nm^-1
Delta strength: 0.40 eV nm
Bias: 0.10 V
Temperature: 300 K
Fermi energy: 3.810 eV
Ratio g/kF in atomic units: 0.5249 (dimensionless)
Reflection probability R: 0.2160 (dimensionless)
Transmission probability T: 0.7840 (dimensionless)
Electron arrival rate in bias window: 4.8360e+13 s^-1
Reflection rate in bias window: 1.0447e+13 s^-1
Momentum per reflection: 2.1091e-24 kg m/s
Current: 6.074 microampere
Wind force: 0.1375 eV/nm
Wind force, converted: 0.02203 nN
Hop length: 0.25 nm
Work over one hop: 0.0344 eV
Thermal energy kT: 0.0259 eV
Relative finite-bias change, centred window: 5.60e-06
Relative finite-bias change, one-sided window: -3.70e-03
Relative thermal change at 300 K: 2.04e-05
Relative thermal change at 600 K: 6.47e-05
Neutrality potential-energy drop: 0.0216 eV
Width of spread drop: 1.0 nm
Density ratio at scatterer: 0.4292 (dimensionless)
Mean density ratio over spread drop: 0.9514
Electronic force with sharp drop: 0.0590 eV/nm
Electronic force with spread drop: 0.1308 eV/nm
Direct force size on unit charge: 0.0216 eV/nm
Direct-to-wind force ratio: 0.157
Second scatterer reflection: 0.05
Second scatterer distance range: 1.0 to 2.0 nm
Smallest force on first scatterer: 0.0889 eV/nm
Largest force on first scatterer: 0.1671 eV/nm
Ion mass for recoil estimate: 100 u
Recoil energy per reflection: 8.36e-05 eV
```
